\section*{Dynamical quadrupoles and the direction-dependent limit of electron-phonon coupling, part 2}

When atoms move in a phonon of small wavevector $\mathbf q$, their dipoles and quadrupoles create a macroscopic potential that acts on electrons. The crystal is an insulator with cell volume $\Omega$ and clamped-ion dielectric tensor $\boldsymbol\varepsilon$; the response is linear and static. Atomic units are used until the scattering rate. Atom $\kappa$ has displacement amplitude $\mathbf u_\kappa$, Born charge $Z_{\kappa,\beta\alpha}$ and dynamical quadrupole $Q_{\kappa\alpha}^{\beta\gamma}$. An electron has the macroscopic potential energy
\begin{equation}
\phi(\mathbf q)=\frac{4\pi}{\Omega}\,
\frac{\sum_\kappa\left(iq_\beta Z_{\kappa,\beta\alpha}
+\tfrac12 q_\beta q_\gamma Q_{\kappa\alpha}^{\beta\gamma}\right)u_{\kappa\alpha}}
{\mathbf q\cdot\boldsymbol\varepsilon\cdot\mathbf q}+O(q).
\label{main}
\end{equation}

This was derived twice: from the self-consistent mean-field response, and by reciprocity from the force on an atom in the field of an external charge. In the first derivation, $\bar K$ is the interaction left after the macroscopic Coulomb part is separated, and the total potential change is
\begin{equation}
\delta V=\delta\bar V+\phi W.
\label{split}
\end{equation}
Here $\delta\bar V$ is the potential at zero macroscopic field, which gives the smooth part of the coupling. $W=e_0+w$ is the response to a unit macroscopic potential $e_0$, with local fields $w=O(q)$. Between periodic parts $|n\rangle$ (initial) and $|m\rangle$ (final) of Bloch states,
\begin{equation}
g_{mn}=\langle m|\delta\bar V|n\rangle+\phi\left(\langle m|n\rangle+\langle m|w|n\rangle\right).
\label{g}
\end{equation}

In the silicon structure, $Q_{\kappa\alpha}^{\beta\gamma}$ has one constant $Q_\kappa$, for $\alpha,\beta,\gamma$ all different; $Z_\kappa$ is the Born charge. Atom 2 lies at $\tfrac a4(1,1,1)$ from atom 1, with $a$ the cubic lattice constant. In silicon itself $Q_1=-Q_2=Q$, and the optical pattern $\mathbf u_1=-\mathbf u_2=u\hat{\mathbf z}$ gives
\begin{equation}
\frac{\phi}{u}=D_Q\,2\hat q_x\hat q_y,\qquad D_Q=\frac{4\pi Q}{\Omega\varepsilon}.
\label{DQ}
\end{equation}
The squared coupling summed over the three optical modes is $D^2(\hat{\mathbf q})$, with directional average $\langle D^2\rangle=\tfrac45D_Q^2$.

\section{Numbers}

The response was computed in the local-density approximation with a local pseudopotential and a small plane-wave basis. As a test of the response itself, one silicon atom was displaced both ways in self-consistent calculations. The resulting potential change differs from linear response by a vector whose norm is $6\times10^{-5}$ of the norm of the change itself.

\subsection{A model polar crystal}

Replacing the ion charges by $4.5$ and $3.5$ gives a polar model which stands for no named material. Data along $[110]$ yield $Z_1=-1.873$, $Z_2=0.222$, $Q_1=18.997$, $Q_2=-22.294$ e\,bohr and $\varepsilon=15.804$. The Born charges should sum to zero and miss by $-1.65$. The coarse electron mesh is far from converged, so these are not physical constants of a crystal. They still serve to test the expansion, because the discretized response has one of its own.

Let $\mathbf q$ lie along $[123]$ with $q=0.01$ bohr$^{-1}$, and let $\mathbf u_1=-\mathbf u_2=(0.3,-0.5,0.8)$. Then $\hat{\mathbf q}\cdot\mathbf u_1=1.7/\sqrt{14}$, and the quadrupole sum over directions is $(6\cdot0.3-3\cdot0.5+2\cdot0.8)/14=1.9/14$. Equation (\ref{main}) gives
\begin{align}
\operatorname{Im}\phi&=\frac{4\pi(-2.095)}{270.01\cdot15.804}\,\frac{1.7}{0.01\sqrt{14}}=-0.280,\nonumber\\
\operatorname{Re}\phi&=\frac{4\pi(41.291)}{270.01\cdot15.804}\,\frac{1.9}{14}=0.0165
\end{align}
in Ha/bohr, that is, per bohr of the amplitude that multiplies this displacement pattern. The direct solution, made without the split (\ref{split}), gives the same values to these digits. At half the wavevector the dipole part doubles to $-0.561$ and the quadrupole part stays at $0.0165$. The norm of $\phi w$ also stays, at $0.0013$ Ha/bohr, as the companion term in (\ref{g}) requires.

\subsection{Coupling in silicon}

With 108 electron wavevectors, $Q=15.79$ e\,bohr and $\varepsilon=12.35$, so
\begin{equation}
D_Q=\frac{4\pi\cdot15.79}{270.01\cdot12.35}=0.0595\ \text{Ha/bohr}=3.1\times10^8\ \text{eV/cm}.
\end{equation}
Along $[111]$ the direct solution gives $0.0397$ Ha/bohr, equal to $\tfrac23D_Q$; along $[100]$, computed on a mesh of 32 points, it gives zero to rounding error.

A mesh of 256 points for the response, with the ground-state potential kept, lowers $Q$ to $13.75$ and $\varepsilon$ to $11.10$, but $D_Q$ by 3\% only, to $0.0577$. On a 32-point mesh, larger basis cutoffs raise $D_Q$ by 6\%, from $0.0623$ to $0.0662$. With 864 points, or with 500 points and a 5 Ha cutoff, $D_Q$ stays between $0.057$ and $0.059$, while $Q$ and $\varepsilon$ separately keep falling as the mesh is refined. The coupling is thus about $3\times10^8$ eV/cm for this local pseudopotential, with further digits unsettled; for real silicon it gives the size of the coupling, not its value.

For the valley along $x$, the smooth part vanishes at $q=0$ for the following reason. The optical displacements $u_x,u_y,u_z$ transform as $yz,zx,xy$. A twofold rotation about $x$ reverses the last two, and the fourfold screw operation about $x$ reverses the first. The valley state is nondegenerate, so its density is unchanged by both, and all three expectation values are zero. On the 32-point mesh the computed values are zero to rounding error, whereas the $z$ mode at the $L$ point gives $0.022$ Ha/bohr. Only the fact that this is nonzero should be retained: with a 5 Ha cutoff and a denser mesh it is $0.036$. For $q=0.01$ bohr$^{-1}$ along $[110]$, the full matrix element in the valley is $0.0595$ Ha/bohr, the quadrupole potential alone.

\subsection{Scattering rate and mobility}

SI units are used from here. In the optical pattern both atoms move with amplitude $u$, so the full mass density $\rho$ enters, and the squared quantum amplitude in volume $V$ is $\hbar/(2\rho V\omega)$. For absorption, with phonon occupation $n$, the golden rule reads
\begin{equation}
\frac1\tau=\frac{2\pi}{\hbar}\,\frac{\hbar\langle D^2\rangle n}{2\rho V\omega}\,V\,
\frac{m_d^{3/2}\sqrt{E'}}{\sqrt2\,\pi^2\hbar^3}
=\frac{\langle D^2\rangle m_d^{3/2}\,n\sqrt{E'}}{\sqrt2\,\pi\hbar^3\rho\omega}.
\end{equation}
The last factor before the second equality is the density of final states per spin and volume in one parabolic valley, and $E'=E+\hbar\omega$. Emission replaces $n$ by $n+1$ and $E'$ by $E-\hbar\omega$, and needs $E>\hbar\omega$. For emission the factor $\tfrac45$ holds only on average over initial directions (at 80 meV it is $0.44$ along $[100]$ and $1.04$ along $[111]$); in an isotropic valley this changes the mean relaxation time by less than 1\%.

Take rough values for silicon at 300 K: $\hbar\omega=64$ meV and masses $0.92$ and $0.19$, hence $m_d=(0.92\cdot0.19^2)^{1/3}=0.321$ electron masses. With $n=0.092$, $\rho=2331$ kg/m$^3$ and $E=38.8$ meV, the final energy is $102.8$ meV and the rate is $3.0\times10^{10}$ s$^{-1}$. Direct summation over final wavevectors agrees.

With the direction-averaged coupling $\langle D^2\rangle$, opposite final velocities are equally likely. A collision then erases the velocity on average, and $\tau$ is also the relaxation time of the velocity. For carriers that are not degenerate, $\tau$ is averaged with weight $E^{3/2}e^{-E/k_BT}$: one factor $\sqrt E$ comes from the density of states and one factor $E$ from the squared velocity. The average is about $22$ ps. With conductivity mass $m_c=3/(1/0.92+2/0.19)=0.258$ electron masses,
\begin{equation}
\mu=\frac{e\langle\tau\rangle}{m_c}=1.5\times10^5\ \text{cm}^2/\text{Vs}.
\end{equation}
This is the limit set by this one channel. The ratio of a rough total mobility of $1400$ cm$^2$/Vs to this limit is about 1\%. Because the rate rises steeply above the emission threshold, the actual loss of mobility depends on how the other scattering varies with energy: adding the rates at each energy gives between 1\% and about 2\%. The limit of the matrix element is qualitatively wrong without the quadrupole, yet this optical channel has a small effect on the electron mobility. Acoustic waves are not included in the estimate: a relative displacement of the two atoms of order $q$ gives them a quadrupole potential of order $q$ as well. That term need not matter less. With an internal-strain parameter near $0.5$ it is about 1 eV per unit strain for longitudinal waves, and it adds in amplitude to deformation potentials of several eV; a rough estimate with typical values shifts the total mobility by several per cent. The 1--2\% is therefore not the whole effect of the quadrupole on electron mobility. Nor need the conclusion hold for holes, whose smooth optical coupling does not vanish by the valley symmetry used above.

The inputs lie in the range of lightly doped silicon at room temperature, and the computed $\varepsilon$ on the 108-point mesh is near the real value of roughly 12, partly by accident: it falls to $10.6$ with 864 points and is $11.4$ with 500 points and a 5 Ha cutoff. The gap of $0.95$ eV is taken at $0.85$ of the way to $X$; the band minimum of the model, near $0.82$, lies about $0.01$ eV lower. It drops to $0.88$ eV at 5 Ha and is below the real $1.1$ eV. Neither comparison proves convergence; $\varepsilon$ alone changes by 10\% between the 108- and 256-point meshes. At a typical $q=0.058$ bohr$^{-1}$ along $[110]$ the full matrix element falls to $0.0559$ Ha/bohr, which lowers its square by 12\%. That value is for two states placed symmetrically about the point $0.85$ of the way to $X$, close to the valley centre. For pairs that conserve energy the smooth part no longer vanishes, and an estimate that includes it raises the squared coupling summed over the three modes by about 10\%, which offsets much of this reduction. The ellipsoidal valley lowers the angular factor from $0.80$ to $0.70$, and in it the direction-dependent coupling leaves initial and final velocities correlated (about $+0.2$ along the axis, $-0.1$ across), so $\tau$ is then only roughly the relaxation time of the velocity. Nonparabolic bands raise the density of final states by about 13\%. Heavy doping breaks the assumption of few carriers. A static screening estimate at the typical $q$ removes 1\% of the rate at $10^{17}$ cm$^{-3}$. This is an overestimate: the plasma energy there is about 7 meV, far below the phonon energy, so the carriers cannot follow the phonon at small $q$ and the direction-dependent limit survives. At $10^{19}$ cm$^{-3}$ the static estimate removes about half, but the plasma energy is then close to the phonon energy and the screening must be treated at the phonon frequency.

\section{What each derivation assumes}

Both derivations need an insulating response, linearity, and a smooth charge response at zero macroscopic field. They differ in what they require of the electrons.

The first assumes a mean-field equation with a remaining kernel $\bar K$ that is regular at small $q$. An exchange-correlation kernel with its own $1/q^2$ part would have to be separated as well. In return it gives the whole potential acting on a Bloch electron, including $\delta\bar V$ and $w$, and so shows which other terms share the order $q^0$.

The second assumes an energy with interchangeable derivatives and the macroscopic dielectric law. It needs no orbitals and no choice of kernel, so it also holds for interacting electrons. But it yields the potential felt by an external test charge. The local fields and overlaps in (\ref{g}) lie outside it. For the optical phonon of silicon this loses nothing in the intraband limit within the valley; in a polar crystal it leaves the term of order $q^0$ incomplete.

\section*{Table of computed values}
\begin{verbatim}
lattice constant 10.26 bohr; cell volume 270.01 bohr^3
plane-wave cutoff 3.0 Ha; response cutoff 3.1 1/bohr
small wavevector 0.010 1/bohr
displaced-atom check, relative error 5.9e-05
POLAR MODEL, ion charges 4.5 and 3.5 e, coarse mesh
Born charges -1.873, 0.222 e
quadrupoles 18.997, -22.294 e bohr
dielectric constant 15.804
along [123], u1=-u2=(0.3,-0.5,0.8), in Ha/bohr:
dipole part: direct -0.28034, formula -0.28024
quadrupole part: direct 0.016524, formula 0.016502
at half q: dipole -0.56060, quadrupole 0.016529
dipole x local field (norm): 0.00128; half q 0.00127
zero-field potential, [110] vs [123]: change 0.93 %
SILICON, LDA, 108-point mesh
gap, Gamma to 0.85 X: 0.946 eV
quadrupole Q 15.792 e bohr; dielectric constant 12.346
residual Born charge of one atom -0.1883 e
D_Q 0.05953 Ha/bohr = 3.061 x 1e8 eV/cm
[111], z mode: direct 0.03974, formula 0.03969 Ha/bohr
[110], z mode: direct 0.05953 Ha/bohr
[100], largest (coarse mesh): 4.3e-15 Ha/bohr
analytic coupling: Delta 4.5e-17, L 0.0216 Ha/bohr
Delta-valley matrix element, small q: 0.05951 Ha/bohr
256-point mesh: Q 13.751 e bohr, eps 11.096
256-point mesh: D_Q 0.05768 Ha/bohr
256-point mesh: residual Born charge -0.0326 e
32-point mesh: D_Q 0.06231 Ha/bohr
32 points, cutoffs 4.5 Ha, 3.9 1/bohr: D_Q 0.06619 Ha/bohr
ELECTRON SCATTERING IN SILICON
T 300 K; phonon 64 meV; occupation 0.0918
masses: ml 0.92, mt 0.19, md 0.3214, mc 0.2583 m_e
mass density 2331 kg/m^3
electron energy 38.78 meV; final 102.78 meV
rate: formula 3.042e+10, summed 3.042e+10 1/s
mean relaxation time 21.55 ps
mobility limit 1.467e+05 cm2/Vs
rough total mobility 1400 cm2/Vs; ratio 0.954 %
SIZE OF NEGLECTED EFFECTS
typical q 0.0578 1/bohr = 1.093 1/nm
there, macroscopic potential 0.05649 Ha/bohr
there, full matrix element 0.05592 Ha/bohr
angular mean: isotropic 0.8000, ellipsoid 0.7031
nonparabolicity 0.5 1/eV: final-state factor 1.131
carriers 1e+17 cm^-3: screening factor 0.9906
carriers / effective density of states 0.0036
\end{verbatim}
